# Drift, diffusion and branching in importance-sampled imaginary-time evolution, part 2

The problem is to derive, in two ways, the equation for $f=\psi_T\phi$. Here $\phi(R,\tau)$ obeys $\partial\phi/\partial\tau=-(H-E_T)\phi$ with $H=-\frac12\nabla^2+V$, in Hartree atomic units and for unit masses. $R$ denotes all particle coordinates, $E_T$ is a constant reference energy, and the trial function $\psi_T(R)$ is real and independent of $\tau$. The drift velocity is $\mathbf v=\nabla\ln|\psi_T|$ and the local energy is $E_L=(H\psi_T)/\psi_T$. Nodes of $\psi_T$ divide space into pockets; with a fixed node, $\phi=0$ there.

The first derivation multiplied the equation for $\phi$ by $\psi_T$, which for local $V$ gives

$$
\frac{\partial f}{\partial\tau}=\frac12\psi_T\nabla^2\phi-(V-E_T)f .
\tag{6}
$$

The product rule then gave, where $\psi_T\neq0$, the result numbered (5) and again

$$
\frac{\partial f}{\partial\tau}=\frac12\nabla^2f-\nabla\cdot(f\mathbf v)-(E_L-E_T)f .
\tag{14}
$$

The current is

$$
\mathbf J=\frac12(\phi\nabla\psi_T-\psi_T\nabla\phi),
\tag{9}
$$

which equals $f\mathbf v-\frac12\nabla f$ where $\psi_T\neq0$. On the pocket $x>0$, $dN/d\tau$ is $J(0)$ plus the source integral $-\int(E_L-E_T)f\,dx$, with $N=\int f\,dx$.

The second derivation starts from the symmetric kernel $G(R',R;\epsilon)$ of $e^{-\epsilon(H-E_T)}$, for a short time $\epsilon$:

$$
f(R',\tau+\epsilon)=\int K(R',R;\epsilon)f(R,\tau)\,dR,\qquad
K(R',R;\epsilon)=\psi_T(R')\,G(R',R;\epsilon)\,\frac{1}{\psi_T(R)} .
\tag{15}
$$

For a smooth function $g$,

$$
\int g(R')f(R',\tau+\epsilon)\,dR'
=\int f(R,\tau)\left[\int g(R')K(R',R;\epsilon)\,dR'\right]dR .
\tag{16}
$$

If $g\psi_T$ is smooth enough and satisfies the boundary conditions of $H$,

$$
\int g(R')K(R',R;\epsilon)\,dR'=g(R)+\epsilon\,(\mathcal Lg)(R)+O(\epsilon^2),\qquad
\mathcal Lg=-\frac{(H-E_T)(g\psi_T)}{\psi_T} ,
\tag{18}
$$

$$
\mathcal Lg=\frac12\nabla^2g+\mathbf v\cdot\nabla g-(E_L-E_T)g .
\tag{19}
$$

The numerical model is one particle on a line, with lengths in bohr and energies in hartree: $V=x^2/2+\lambda x^4$, $\psi_T=e^{-ax^2/2}$, $\lambda=0.1$, $a=1.2$, $E_T=0.6$. Hence $v=-ax$ and $E_L=0.6-0.22x^2+0.1x^4$. Initially $\phi\propto e^{-a(x-1)^2/2}$, and $f$ is a Gaussian of unit weight with centre $\frac12$ and variance $1/(2a)$.

### Moments of a short step

Particular choices of $g$ give the statistics of the step from $R$ to $R'$. With $R$ held fixed, apply (19) to a function of $R'$ and then set $R'=R$.

For $g=1$ both derivatives vanish, and

$$
\int K\,dR'=1-\epsilon\,[E_L(R)-E_T]+O(\epsilon^2).
$$

For $g=R'_i-R_i$ the gradient selects one component of the drift, while $g$ itself vanishes at $R'=R$:

$$
\int(R'_i-R_i)K\,dR'=\epsilon\,v_i(R)+O(\epsilon^2).
$$

For $g=(R'_i-R_i)(R'_j-R_j)$ the function and its gradient vanish at $R'=R$. Half the Laplacian is $1$ if $i=j$ and $0$ otherwise:

$$
\int(R'_i-R_i)(R'_j-R_j)K\,dR'=\epsilon\,\delta_{ij}+O(\epsilon^2).
$$

For a product of three displacements, the function and its first two derivatives all vanish at $R'=R$, so there is no term of order $\epsilon$. To first order the kernel is thus described by a change of weight, a mean displacement $\epsilon\mathbf v$ and a variance $\epsilon$ in each coordinate.

### Back to the differential equation

Insert (18) in (16), subtract $\int gf\,dR$, divide by $\epsilon$ and let $\epsilon\to0$:

$$
\frac{d}{d\tau}\int g f\,dR=\int f\left[\frac12\nabla^2g+\mathbf v\cdot\nabla g-(E_L-E_T)g\right]dR .
\tag{20}
$$

Choose $g$ to vanish outside a bounded region that lies inside the pocket. Boundary terms are then absent when the derivatives are moved from $g$ to $f$. Two integrations by parts give $\int f\nabla^2g\,dR=\int g\nabla^2f\,dR$. One integration by parts gives

$$
\int f\mathbf v\cdot\nabla g\,dR=-\int g\,\nabla\cdot(f\mathbf v)\,dR .
$$

This single integration changes the sign of the drift term and places $\mathbf v$ inside the divergence. Equation (20) becomes

$$
\int g\left[\frac{\partial f}{\partial\tau}-\frac12\nabla^2f+\nabla\cdot(f\mathbf v)+(E_L-E_T)f\right]dR=0 .
$$

Since $g$ is otherwise arbitrary, a continuous bracket must vanish at every point inside the pocket. That is (14).

### The rule for walkers

The moments suggest a simulation. A walker at $R$ with weight $w$ makes the step

$$
R'=R+\epsilon\,\mathbf v(R)+\sqrt\epsilon\,\boldsymbol\chi,\qquad
w'=w\exp\left\{-\epsilon\left[\tfrac12E_L(R)+\tfrac12E_L(R')-E_T\right]\right\},
\tag{21}
$$

where the components of $\boldsymbol\chi$ are independent normal variables with mean zero and variance one. To see that this reproduces (19), expand the mean of $g(R')$ over $\boldsymbol\chi$. The linear term gives $\epsilon\mathbf v\cdot\nabla g$, and the quadratic term gives $\frac12\epsilon\nabla^2g$. The weight factor contributes $-\epsilon(E_L-E_T)g$. Replacing $E_L(R)$ by the average over both ends changes the mean at order $\epsilon^2$: the difference $E_L(R')-E_L(R)$ has a mean of order $\epsilon$, its correlation with $g(R')-g(R)$ is also of order $\epsilon$, and it is multiplied by a further $\epsilon$.

Where the functions are smooth, the error per step is of order $\epsilon^2$. A fixed time $\tau$ contains $\tau/\epsilon$ steps, so the accumulated error is of order $\epsilon$. This estimate is not uniform near a node. If $\psi_T$ vanishes linearly with the distance $d$, then $|\mathbf v|\approx1/d$, and the drift step is small compared with $d$ if $\epsilon\ll d^2$. However small $\epsilon$ is, the condition fails close enough to the node.

Weights may be carried along, as in (21), or converted into copies and deletions of walkers whose mean number equals the weight. The second choice gives the source term the name branching.

### Total weight and the long-time limit

Setting $g=1$ in (20) gives the balance of the total weight $N=\int f\,dR$. This is allowed with a fixed node because $g\psi_T=\psi_T$ vanishes on the boundary, as the kernel requires. With the weighted mean of the local energy, $E_{\rm mix}=\int E_Lf\,dR/N$,

$$
\frac{d\ln N}{d\tau}=E_T-E_{\rm mix}.
\tag{22}
$$

Now let $\phi_0$ be the lowest state compatible with the boundary conditions, with energy $E_0$, separated by a gap from the next state. If the initial $\phi$ overlaps with it, $\phi_0$ dominates at long times, and $f$ becomes proportional to $\psi_T\phi_0$. If also $\int\psi_T\phi_0\,dR\neq0$, as when both functions are positive, then

$$
E_{\rm mix}\to\frac{\int\phi_0H\psi_T\,dR}{\int\phi_0\psi_T\,dR}
=\frac{\int(H\phi_0)\psi_T\,dR}{\int\phi_0\psi_T\,dR}=E_0 ,
$$

where the middle step uses the self-adjointness of $H$. The limit does not require $\psi_T$ to be exact, but the middle step does require $H\psi_T$ to be complete: if $\psi_T$ has a kink on a line, the delta function in $\psi_T''$ must be counted in $E_L$. In the model, $\psi_T=e^{-|x|}$ gives $-0.23$ hartree without it and $E_0$ with it. With a fixed node, $E_0$ is the lowest energy for that node, so the choice of $\psi_T$ still matters through its boundary.

The source is needed for this limit. If it is dropped, the density $\psi_T^2$ is stationary, because its current is

$$
\psi_T^2\,\mathbf v-\frac12\nabla\psi_T^2=\psi_T\nabla\psi_T-\psi_T\nabla\psi_T=0 .
$$

Averaging $E_L$ over $\psi_T^2$ gives the variational energy of the trial function. In the model this is $0.5604$ hartree, while the ground-state energy from diagonalization is $0.5591$ hartree. Evolution by (14) up to $\tau=12$ hartree$^{-1}$ reaches the latter value to the digits given.

### The model in time

The initial $E_{\rm mix}$ can be found by hand. For centre $\mu=0.5$ and variance $\sigma^2=0.41667$, the Gaussian moments are

$$
\langle x^2\rangle=\mu^2+\sigma^2=0.66667,\qquad
\langle x^4\rangle=\mu^4+6\mu^2\sigma^2+3\sigma^4=1.20833 .
$$

Hence $E_{\rm mix}=0.6-0.22(0.66667)+0.1(1.20833)=0.5742$ hartree. The later values come from evolving $\phi$ by diagonalization of $H$ and multiplying by $\psi_T$:

| $\tau$ (hartree$^{-1}$) | $N$ | mean $x$ (bohr) | $E_{\rm mix}$ (hartree) |
|---|---|---|---|
| 0 | 1.0000 | 0.5000 | 0.5742 |
| 0.5 | 1.0179 | 0.2695 | 0.5604 |
| 1 | 1.0387 | 0.1467 | 0.5594 |
| 2 | 1.0819 | 0.0437 | 0.5592 |

Solving (14) by finite differences gives the same values to within $10^{-5}$ in the units shown. Over the three later times the two results for $f$ differ by at most $8.4\times10^{-7}$ of the maximum of $f$. At $\tau=1$ the measured slope of $\ln N$ is $0.0406$ hartree, in agreement with (22), since $0.6-0.5594=0.0406$.

The same comparison at $\tau=1$ rejects altered equations. Doubling the drift gives a largest deviation of $0.424$ of the maximum of $f$, and omitting the source gives $0.037$. Writing $-\mathbf v\cdot\nabla f$ instead of $-\nabla\cdot(f\mathbf v)$ gives $0.699$. This last number can be derived. The altered equation has the additional term $f\,\nabla\cdot\mathbf v=-af$, so its solution is the correct one multiplied by $e^{-a\tau}$, and $1-e^{-1.2}=0.699$.

A run of (21) with 200 000 walkers and $\epsilon=0.01$ hartree$^{-1}$ gives, at $\tau=2$, $N=1.0817$ with standard error $0.0002$ and $E_{\rm mix}=0.5587$ with standard error $0.0002$. The mean positions lie below the tabulated ones at all three times, by $0.002$ to $0.003$ bohr, with standard error $0.0014$. Measured in standard errors, the largest discrepancy in the run is that of the energy at $\tau=2$: $0.00044$ hartree against a standard error of $0.00016$, just under three standard errors. The test allows five standard errors plus $0.003$ for the finite step. One run at one step length does not separate statistical error from step error, but the step error can be found without noise by iterating the Gaussian kernel of (21) on a grid. At $\epsilon=0.01$ it lowers the mean position by $0.0010$ bohr at $\tau=0.5$ and by $0.0007$ bohr at $\tau=2$, and it raises $E_{\rm mix}$ at $\tau=2$ by $0.00005$ hartree; these shifts halve when $\epsilon$ is halved. The step thus explains about a third of the shift in position, while the energy discrepancy has the opposite sign and is not a step error. The allowance of $0.003$ is much wider than the step error.

### What guidance does to the weights

In the long-time distribution $\psi_T\phi_0$, the standard deviation of $E_L$ is $0.077$ hartree. For plain diffusion, $\psi_T=1$, the rate is $V-E_T$ and the distribution is $\phi_0$, over which $V$ has standard deviation $0.98$ hartree. Two things differ between these numbers: the function whose spread is taken, and the distribution over which it is taken, since $\psi_T\phi_0$ is narrower than $\phi_0$. A Gaussian estimate shows their sizes, although the share assigned to each depends on the order in which the two changes are made. For a centred Gaussian of variance $\sigma^2$, the moments $\langle x^2\rangle=\sigma^2$, $\langle x^4\rangle=3\sigma^4$, $\langle x^6\rangle=15\sigma^6$ and $\langle x^8\rangle=105\sigma^8$ give the variance of $\alpha x^2+\lambda x^4$ as $2\alpha^2\sigma^4+24\alpha\lambda\sigma^6+96\lambda^2\sigma^8$. Take $\psi_T^2$, with $\sigma^2=1/(2a)$, as a stand-in for $\psi_T\phi_0$. For $V$, with $\alpha=0.5$, the standard deviation is $0.45$ hartree, so with $V$ held fixed the narrower distribution accounts for a factor of about two. In the other order the shares differ: over $\phi_0$ the standard deviation of $E_L$ is $0.31$ hartree, so the change of function gives a factor of about three and the narrower distribution then a factor of about four. For $E_L$, with $\alpha=-0.22$, the cross term is negative and cancels most of the other two, and the standard deviation is $0.087$ hartree, near the computed $0.077$.

The effect on a simulation is measured by the effective fraction of walkers, $(\sum_i w_i)^2/(M\sum_i w_i^2)$ for $M$ walkers. It equals one for equal weights. Starting from the same $\phi$, it is $0.995$ with guidance and about $0.41$ without, at $\tau=2$. These figures belong to this model and this $\psi_T$. Nothing in (14) guarantees that an arbitrary trial function makes $E_L$ flatter than $V$.

### What each derivation assumes

The product-rule derivation is local. It needs the derivatives of $\phi$ and $\psi_T$ at the point considered, a potential that multiplies, and $\psi_T\neq0$. It uses neither boundary conditions nor the self-adjointness of $H$, so it also holds for a $\phi$ that does not vanish on a node of $\psi_T$. Boundary conditions enter later, when the equation is integrated and the flux through the node has to be assessed.

The kernel derivation is global. It assumes a symmetric evolution kernel, hence definite boundary conditions from the start, and a short-time expansion for $g\psi_T$. In return, (20) places no derivative on $f$. It therefore makes sense for a density made of separate points, which is what a finite set of walkers is. It also yields the moments from which the step (21) is built, whereas the first derivation gives an equation whose random-walk reading must be supplied separately.

The two respond differently to a change of assumptions. If $\psi_T$ depends on $\tau$, the first derivation shows the correction at once: $\partial f/\partial\tau$ acquires the term $\phi\,\partial\psi_T/\partial\tau=f\,\partial\ln|\psi_T|/\partial\tau$. In the second, the trial functions in the numerator and denominator of (15) must be taken at different times before expanding.

If the potential contains a nonlocal part $W$, with $(W\phi)(R)=\int W(R,R')\phi(R')\,dR'$, the step to (6) changes, because $\psi_TW\phi$ is not a function of position times $f$. Writing $\phi(R')=f(R')/\psi_T(R')$ under the integral, the first derivation adds to (5), with $E_L$ taken for the local part, the term $-\int\psi_T(R)\,W(R,R')\,f(R')/\psi_T(R')\,dR'$. The second derivation gives the adjoint of this term, acting on $g$, in which the two trial functions have exchanged places. For real symmetric $W$, keep in (19) the local energy of the local part alone, $E_L=V-\nabla^2\psi_T/(2\psi_T)$, so that $W$ is not counted twice. The operator $\mathcal L$ then gains the term

$$
-\int\frac{W(R,R')\,\psi_T(R')}{\psi_T(R)}\,g(R')\,dR' .
$$

With $k(R,R')=-W(R,R')\psi_T(R')/\psi_T(R)$ this splits as $\int k(R,R')\,[g(R')-g(R)]\,dR'+g(R)\int k(R,R')\,dR'$. The second piece equals $-g\,(W\psi_T)/\psi_T$, the nonlocal part of the local energy, and joins the source term. The first piece vanishes for $g=1$, so it conserves weight, and it describes jumps of finite length from $R$ to $R'$. Their rate is $k(R,R')$, which can be negative. Where it is negative it cannot serve as a probability rate, and the reading of the equation as drift, diffusion and branching of positive walkers is lost.

## Computed results

```
a = 1.2 bohr^-2, lam = 0.1 hartree/bohr^4
E_T = 0.6 hartree; times tau in hartree^-1
start of f: mean x = 0.5000 bohr, variance = 0.41667 bohr^2
At x = 1 bohr, tau = 0 (f in bohr^-1, rates in hartree/bohr):
  f = 0.457854
  drift velocity v = -1.2000 hartree*bohr
  local energy E_L = 0.4800 hartree
  diffusion term  (1/2) f''       = -0.219770
  drift term      -(f v)'         = -0.109885
  source term     -(E_L - E_T) f  = 0.054943
  sum of the three terms          = -0.274713
  psi_T dphi/dtau, from H         = -0.274713
N (no unit), mean x (bohr), E_mix (hartree):
  tau 0.0 start            1.00000 0.50000 0.57417
  tau 0.5 phi by diagonal.  1.01795 0.26949 0.56044
  tau 0.5 f by derived eq.  1.01795 0.26949 0.56044
  tau 0.5 walkers           1.01789 0.26661 0.56045
  tau 0.5 walker std. error 0.00010 0.00142 0.00019
  tau 1.0 phi by diagonal.  1.03866 0.14675 0.55936
  tau 1.0 f by derived eq.  1.03866 0.14675 0.55936
  tau 1.0 walkers           1.03843 0.14374 0.55971
  tau 1.0 walker std. error 0.00013 0.00144 0.00017
  tau 2.0 phi by diagonal.  1.08189 0.04371 0.55916
  tau 2.0 f by derived eq.  1.08189 0.04371 0.55916
  tau 2.0 walkers           1.08167 0.04153 0.55872
  tau 2.0 walker std. error 0.00017 0.00144 0.00016
walkers = 200000, time step = 0.01 hartree^-1
largest |f difference| / max f, three times: 8.4e-07
Same measure at tau = 1 for wrong equations:
  doubled drift: 0.424
  drift outside divergence: 0.699
  no source term: 0.037
d ln N/dtau at tau = 1: 0.040641 hartree
E_T - E_mix at tau = 1: 0.040641 hartree
E_mix at tau = 12, derived eq.: 0.559146 hartree
ground energy E_0, diagonalization: 0.559146 hartree
E_L averaged over psi_T^2: 0.560417 hartree
spread of E_L over psi_T phi_0: 0.0770 hartree
spread of V over phi_0: 0.9834 hartree
effective walker fraction, tau = 2, guided: 0.995
effective walker fraction, tau = 2, plain: 0.415
Pocket x > 0, psi_T = x exp(-a x^2/2), model units:
  phi = exp(-(x-1)^2/2): dN/dtau = -0.583682
    source integral = -0.886948, J(0) = 0.303265
  phi = x exp(-(x-1)^2/2): dN/dtau = -1.039904
    source integral = -1.039904, J(0) = 0.000000
```
